# Why site blocking leaves collective diffusion independent of coverage

## Two sites

Take two neighbouring adsorption sites of equal energy. Each holds at most one atom, and the atoms are identical. An atom tries to hop to the other site at rate $\Gamma$; the attempt fails if that site is full. Let $n_1,n_2$ be the occupations, 0 or 1, and count the current from site 1 to site 2 as positive.

- Both sites empty: the current is $0$.
- Only site 1 full: it is $+\Gamma$.
- Only site 2 full: it is $-\Gamma$.
- Both full: it is $0$, because both attempts are blocked.

In all four cases the current equals $\Gamma(n_1-n_2)$, which is also what atoms that ignore each other would give. Blocking acts only in the fourth case. Without it, each atom would hop to the other site at rate $\Gamma$, and the two opposite currents would cancel on average.

## The whole lattice

Consider a square lattice of spacing $a$, with $\Gamma$ the hop rate in each of the four directions. The assumptions are equal site energies, single occupancy and no other interaction. The algebra is in atomic units, with temperature entering through $\beta=1/(k_BT)$. The current on the bond from $i$ to $j$ is

$$
J_{ij}=\Gamma\left[n_i(1-n_j)-n_j(1-n_i)\right]
=\Gamma\left[n_i-n_in_j-n_j+n_in_j\right]=\Gamma(n_i-n_j).
$$

The products cancel before any average is taken, so no mean-field assumption is needed. Summing the inflow over the neighbours $j$ of $i$ and averaging,

$$
\frac{d\langle n_i\rangle}{dt}=\Gamma\sum_j\left(\langle n_j\rangle-\langle n_i\rangle\right).
$$

This is the equation for a single atom, and it holds for any initial state, however correlated. Insert a wave $\langle n\rangle=\theta+A(t)\cos kx$, where $\theta$ is the mean coverage. The neighbours along $y$ have the same occupation and drop out. Since $\cos k(x+a)+\cos k(x-a)=2\cos ka\,\cos kx$,

$$
\frac{dA}{dt}=-2\Gamma(1-\cos ka)\,A\approx-\Gamma a^2k^2A\qquad(ka\ll1).
$$

Fick's law gives a decay rate $D_ck^2$, so the collective diffusivity is $D_c=\Gamma a^2$ at every coverage.

On a periodic lattice of 4 by 4 sites, the longest wave has $ka=\pi/2$ and should decay at $2\Gamma$. The many-atom rate equations give $2.000000\,\Gamma$ with 2, 8 and 14 atoms.

This result can also be written as a product of two factors, one kinetic and one thermodynamic. Each can be found separately.

## First contribution: reduced hopping

Let $X$ be the sum of the $x$ displacements of all $N$ atoms. The jump diffusivity is $D_J=\langle X^2\rangle/(2Nt)$ at long times. If $R_+$ and $R_-$ are the total rates of hops to the right and left, then

$$
\frac{d\langle X^2\rangle}{dt}
=\left\langle R_+\left[(X+a)^2-X^2\right]+R_-\left[(X-a)^2-X^2\right]\right\rangle
$$
$$
=a^2\langle R_++R_-\rangle+2a\langle X(R_+-R_-)\rangle .
$$

The last term carries memory, since $X$ depends on the past. But $R_+-R_-$ is the sum of $\Gamma(n_i-n_j)$ over all $x$ bonds. On a periodic lattice each site enters once with each sign, so this sum vanishes in every configuration.

In equilibrium all arrangements have equal energy. On a large lattice, neighbouring sites are then independently full with probability $\theta$. There are $M$ sites and $M$ bonds along $x$, each allowing a hop either way with probability $\theta(1-\theta)$. Hence $\langle R_++R_-\rangle=2M\Gamma\theta(1-\theta)$, and with $N=M\theta$,

$$
D_J=\frac{2M\Gamma a^2\theta(1-\theta)}{2M\theta}=\Gamma a^2(1-\theta).
$$

## Second contribution: the thermodynamic factor

The $N$ atoms can be arranged in $M!/[N!(M-N)!]$ ways. With Stirling's formula, and with $\epsilon$ the free energy of one atom in its site, the free energy $\mathcal F$ of the layer is

$$
\beta \mathcal F=N\beta\epsilon+N\ln\frac NM+(M-N)\ln\left(1-\frac NM\right).
$$

Differentiating with respect to $N$, the logarithms' own derivatives give $+1$ and $-1$, which cancel:

$$
\beta\mu=\beta\epsilon+\ln\frac{\theta}{1-\theta},\qquad
\frac{\partial(\beta\mu)}{\partial\ln\theta}
=\theta\left(\frac1\theta+\frac1{1-\theta}\right)=\frac1{1-\theta}.
$$

A crowded layer resists further filling: a given relative change in coverage costs more chemical potential as free sites become scarce.

## Why the two factors multiply

Apply a weak force $F$ along $x$ to every atom. The ratio of right to left hop rates must be $e^{\beta Fa}$, so take $p=\Gamma e^{\beta Fa/2}$ and $q=\Gamma e^{-\beta Fa/2}$.

Equal probability for all arrangements remains stationary. To see this, count in one configuration the full–empty pairs, $A$, and the empty–full pairs, $B$, read from left to right. The configuration is left by $x$ hops at rate $pA+qB$ and entered at rate $pB+qA$. Around a periodic row every filled stretch has one right end and one left end, so $A=B$ and the rates balance. Hops along $y$ are unbiased and balance as before.

The mean current per $x$ bond is therefore $(p-q)\theta(1-\theta)\approx\beta Fa\,\Gamma\theta(1-\theta)$. Multiplying by $a$ and dividing by the $\theta$ atoms per site gives the drift velocity

$$
v=\beta F\,\Gamma a^2(1-\theta)=\beta F D_J .
$$

Now let the force come from a slowly varying static potential $V(x)$. In equilibrium $\mu(\theta)+V$ is constant, so $F=-dV/dx=d\mu/dx$. There is no net flux, so drift balances diffusion:

$$
D_c\frac{d\theta}{dx}=\theta v=\theta\beta D_J\frac{d\mu}{dx}
\quad\Rightarrow\quad
D_c=D_J\frac{\partial(\beta\mu)}{\partial\ln\theta}
=\Gamma a^2(1-\theta)\frac1{1-\theta}=\Gamma a^2 .
$$

At $\theta=0.5$ the factors are 0.5 and 2; at $\theta=0.9$ they are 0.1 and 10. Neither is a small correction. Their cancellation expresses the same identity as the two-site count.

## A different quantity: one tagged atom

"Reduced hopping" must mean $D_J$. The diffusivity of one tagged atom is smaller at finite coverage.

Suppose the tagged atom has just hopped right, from $i$ to $j$. The site behind it is certainly empty, while the site ahead is empty with probability $1-\theta$. Its mean hopping imbalance is $\Gamma(1-\theta)-\Gamma=-\Gamma\theta$, a tendency to return. Meanwhile, the site behind $i$ holds an atom with probability $\theta$, and that atom can move right into the vacancy, contributing $+\Gamma\theta$. The total is zero. Summed motion loses this memory, but tagged motion keeps it.

Write the tagged diffusivity as $f\,\Gamma a^2(1-\theta)$. On the 4 by 4 lattice, $f$ is 0.96, 0.78 and 0.59 at $\theta=0.1$, 0.5 and 0.9. These values belong to that small lattice, which overestimates $f$: on a large lattice they fall to about 0.94, 0.72 and 0.51, and $f$ tends to $1/(\pi-1)\approx0.47$ as $\theta\to1$. Multiplying the tagged diffusivity by the thermodynamic factor gives $f\,\Gamma a^2$, which depends on coverage.

## What the cancellation requires

Let the hop rate from $i$ to $j$ be $w_{ij}$. Then

$$
J_{ij}=w_{ij}n_i-w_{ji}n_j-(w_{ij}-w_{ji})n_in_j .
$$

For fixed rates, the product disappears if $w_{ij}=w_{ji}$. The bonds need not be alike.

**Unequal barriers.** Let the $x$ bonds alternate between $\Gamma_1$ and $\Gamma_2$. A steady current $J$ per row needs a fall in occupation of $J/\Gamma_1+J/\Gamma_2$ over a distance $2a$. With $\theta/a$ atoms per length of row, Fick's law reads

$$
J=\frac{D_c}{a}\,\frac{J(1/\Gamma_1+1/\Gamma_2)}{2a}
\quad\Rightarrow\quad
D_c=\frac{2a^2\Gamma_1\Gamma_2}{\Gamma_1+\Gamma_2}.
$$

For rates $\Gamma$ and $0.25\,\Gamma$ this is $0.4\,\Gamma a^2$, and the enumeration gives 0.400000 at all three coverages.

**Traps.** Let site $i$ be deeper by $\delta_i$, with the saddle energies unchanged. The escape rate is $\Gamma e^{-\beta\delta_i}$ in each direction, so forward and backward rates differ. A lone atom occupies site $i$ with probability $e^{\beta\delta_i}/\sum_l e^{\beta\delta_l}$. Its mean rate per direction is $\Gamma M/\sum_l e^{\beta\delta_l}$, and since its hops are unbiased, $a^2$ times this is its diffusivity. At higher coverage the products matter and $D_c$ changes.

**Neighbour interactions.** Let each occupied neighbour raise the energy of an atom in its well by $w$, again with fixed saddle energies. The rates then depend on the surroundings, and the cancellation fails. The dilute limit is still $\Gamma a^2$. With a single vacancy, each atom beside it has three occupied neighbours, so the vacancy moves without bias at $\Gamma e^{3\beta w}$ per direction and $D_c=\Gamma a^2e^{3\beta w}$.

## Numbers for an adsorbed layer

Choose $a=2.8$ angstrom, an attempt rate of $10^{13}$ s$^{-1}$, a barrier of 0.70 eV and a temperature of 600 K, so that $k_BT=0.0517$ eV. Then

$$
\Gamma=10^{13}\,e^{-0.70/0.0517}\ \text{s}^{-1}\approx1.32\times10^7\ \text{s}^{-1},
$$
$$
D_c=\Gamma(2.8)^2\approx1.03\times10^8\ \text{angstrom}^2/\text{s}
=1.03\times10^{-8}\ \text{cm}^2/\text{s}.
$$

A coverage wave of length 1000 angstrom decays by a factor $e$ in $1/(D_ck^2)=2.4\times10^{-4}$ s, with $k=2\pi/1000$ per angstrom.

Now hold the coverage at 0.8 and 0.2 on the two edges of a strip of width $L=1000$ angstrom. The areal density is $\theta/a^2$, so the steady flux is

$$
\frac{D_c\,\Delta\theta}{a^2L}=\frac{\Gamma\,\Delta\theta}{L}
=\frac{1.32\times10^7\times0.6}{1000}\approx7.9\times10^3\ \text{atoms/(angstrom s)}.
$$

If the diffusivity varied with coverage, the steady flux would be proportional to $\int D\,d\theta$ between the edges. Keeping only the blocking factor multiplies the correct flux by $\frac{1}{0.6}\int_{0.2}^{0.8}(1-\theta)\,d\theta=0.50$. Keeping only the thermodynamic factor multiplies it by $\ln(0.8/0.2)/0.6=2.31$.

## Weighing what was left out

The parameters are rough values meant for atomic oxygen chemisorbed on a square transition-metal face; they describe no particular metal. Oxygen forms ordered overlayers on several such faces, so its interactions cannot be presumed negligible. The model also omits oxide formation.

The interaction and trap estimates below use the 4 by 4 lattice at 600 K, with assumed strengths. They indicate size and direction only.

- **Interactions** of 0.03 eV per neighbour change $D_c$ severalfold at half coverage and above. For repulsion, $D_c/(\Gamma a^2)$ is 1.4, 4.5 and 6.1 at $\theta=0.1$, 0.5 and 0.9. For attraction it is 0.58, 0.18 and 0.16. The one-vacancy limits are $e^{\pm3\times0.03/0.0517}$, or 5.7 and 0.18. The values at $\theta=0.9$ lie slightly beyond them, so the variation with coverage is not monotonic on this lattice. For oxygen atoms on adjacent sites the repulsion is often several times larger than 0.03 eV, so the fluxes and times above illustrate the blocking model and do not predict oxygen diffusion on a real metal.
- **Traps** 0.20 eV deep on one site in sixteen give 0.25 in the dilute limit, 0.30 at $\theta=0.01$ and 0.88 at $\theta=0.5$.
- **Tunnelling**, estimated by Wigner's correction with a barrier frequency equal to the attempt rate, raises $\Gamma$ by about 3%. If it changes all hop rates equally, the cancellation survives.
- **Desorption**, treated as first order with the same attempt rate and an effective energy of 2.5 eV, removes a fraction of about $2\times10^{-12}$ during the smoothing time.

If neighbours and traps leave the saddle energies unchanged, as assumed here, a constant $D_c$ is therefore justified when neighbour energies are small compared with $k_BT$ and traps are either shallow or so rare that their fraction of sites times $e^{\beta\delta}$ is small, where $\delta$ is their depth. One site in sixteen at 0.20 eV fails this test, since the product is about 3. Sites raised in energy must pass the same test with the size of their offset, $|\delta|$, because they hold vacancies near full coverage: one site in sixteen raised by 0.20 eV gives $D_c/(\Gamma a^2)=1.07$ in the dilute limit but 0.36 in the one-vacancy limit. The condition on neighbour energies is strict, because several neighbours act at once: in the one-vacancy limit, a repulsion of only $0.1\,k_BT$ raises $D_c$ by a factor $e^{0.3}$, or 35%. At 600 K, 0.03 eV is already more than half of $k_BT$, and the coverage dependence it causes is severalfold. In a real layer, neighbours can also shift the saddle energies. This makes $D_c$ depend on coverage even when all wells are equal, so these shifts must be small compared with $k_BT$ as well. The remaining figures are in the numerical output below.

## Computed results

```
site spacing: 2.8 angstrom
attempt rate: 1.0e+13 1/s
hop barrier: 0.70 eV
temperature: 600 K
thermal energy kT: 0.05170 eV
hop rate per direction Gamma: 1.3190e+07 1/s
collective diffusivity: 1.0341e+08 angstrom^2/s
collective diffusivity: 1.0341e-08 cm^2/s
Site blocking only, D in units of Gamma a^2:
theta 0.1: D_J 0.9000, factor 1.1111, D_c 1.000000
  factor by counting 1.1111 (no unit)
  tagged D 0.8622, f 0.9580, tagged D x factor 0.9580
theta 0.5: D_J 0.5000, factor 2.0000, D_c 1.000000
  factor by counting 2.0000 (no unit)
  tagged D 0.3886, f 0.7772, tagged D x factor 0.7772
theta 0.9: D_J 0.1000, factor 10.0000, D_c 1.000000
  factor by counting 10.0003 (no unit)
  tagged D 0.0592, f 0.5923, tagged D x factor 0.5923
Decay rate of density wave, 4 x 4 torus, units of Gamma:
  2 atoms on 16 sites: 2.000000
  8 atoms on 16 sites: 2.000000
  14 atoms on 16 sites: 2.000000
time of density comparison: 0.4 /Gamma
largest density mismatch, blocking only: 1.4e-15
largest density shift, repulsion: 0.2070
alternating x-bond rates: 1 and 0.25 Gamma
  D_c / (Gamma a^2) at theta 0.1, 0.5, 0.9: 0.400000, 0.400000, 0.400000
wavelength and strip width: 1000 angstrom
smoothing time of coverage wave: 2.4494e-04 s
relative lattice correction to decay: 2.58e-05
coverages at strip edges: 0.8, 0.2
flux through strip: 7.9143e+03 atoms/(angstrom s)
flux ratio, blocking factor only: 0.5000
flux ratio, thermodynamic factor only: 2.3105
Neglected effects, D_c / (Gamma a^2), 4 x 4 torus:
neighbour energy magnitude: 0.03 eV
  repulsion, theta 0.1, 0.5, 0.9: 1.4144, 4.4644, 6.0759
  attraction, theta 0.1, 0.5, 0.9: 0.5779, 0.1796, 0.1561
trap depth, one site in 16: 0.20 eV
  traps, dilute limit: 0.2546
  traps, theta 0.01 and 0.5: 0.2991, 0.8832
vibrational quantum at barrier: 0.0414 eV
tunnelling factor on Gamma (Wigner): 1.0267
tunnelling crossover temperature: 76.4 K
effective desorption energy: 2.5 eV
desorption rate: 1.002e-08 1/s
fraction desorbed in smoothing time: 2.45e-12
```
